# Direct One-Phonon Spin Relaxation of Shallow Donors: Field and Temperature Laws

## Form of the answer from symmetry and dimensions

Consider an isolated donor electron, spin 1/2, in an orbital singlet at a site of cubic (Td) symmetry. Strain is even under time reversal. Let \(\Theta\) be the time-reversal operator, with \(\Theta^2=-1\), and let \(V\) be the potential of a strain. Since \(\langle \Theta a|\Theta b\rangle=\langle b|a\rangle\) and \(V\) commutes with \(\Theta\),

\[
\langle\Theta\psi|V\psi\rangle=\langle V\Theta\psi|\Theta^2\psi\rangle=-\langle V\Theta\psi|\psi\rangle=-\langle\Theta\psi|V\psi\rangle=0 .
\]

A phonon therefore cannot flip the spin at zero field. To leading order the flip amplitude is \(\mu_B B\) times strain times a pure number \(G\).

The golden rule squares this amplitude. The squared strain of a phonon is inversely proportional to the density \(\rho\), so the rate contains \(G^2(\mu_BB)^2/\rho\), with units kg m⁷ s⁻⁴. The remaining quantities are \(\hbar\), the sound speed \(v\) and the spin frequency \(\omega_0=g\mu_BB/\hbar\). One combination turns these units into s⁻¹:

\[
\frac1{T_1}\propto \frac{G^2(\mu_BB)^2\omega_0^3}{\hbar\rho v^5}\,f(x),\qquad x=\frac{\hbar\omega_0}{k_BT}.
\]

The prefactor grows as \(B^5\). Emission and absorption together will give \(f=2n+1\), where \(n\) is the thermal phonon number. For \(x\ll1\) this is \(2/x\propto T/B\), hence \(B^4T\). The rest of the derivation fixes the number, the direction dependence and the range of validity.

## Spin–strain coupling

The products \(B_kS_l\) transform as \(T_1\otimes T_1=A_1+E+T_1+T_2\), and the strain components \(\varepsilon_{kl}\) as \(A_1+E+T_2\). Three couplings are thus allowed. The \(A_1\) one is proportional to \((\mathrm{tr}\,\varepsilon)\,\mathbf B\cdot\mathbf S\) and flips nothing. The other two are

\[
H=\mu_BB\sum_{kl}b_kD_{kl}S_l,\qquad D_{kk}=G_1d_k,\qquad D_{kl}=G_2\varepsilon_{kl}\ (k\ne l),
\]

with \(\mathbf b=\mathbf B/B\), \(d_k=\varepsilon_{kk}-\tfrac13\mathrm{tr}\,\varepsilon\), dimensionless \(\mathbf S\), and axes along the cube edges. Here \(\varepsilon_{kl}\) is tensor shear, half the engineering shear.

For a donor with six valleys along the cube axes, \(G_1\) follows from valley repopulation. The ground state \(|A\rangle\) has amplitude \(1/\sqrt6\) in each valley, and a doublet \(E\) lies higher by \(\Delta\). Apart from a common shift, strain moves the two valleys on axis \(k\) by \(\Xi_ud_k\). Acting on \(|A\rangle\), it gives amplitudes \(\Xi_ud_k/\sqrt6\). These are equal in opposite valleys and sum to zero, so the vector lies in \(E\). First-order perturbation theory gives the amplitude \((1-\Xi_ud_k/\Delta)/\sqrt6\), and the population of the pair on axis \(k\) is

\[
p_k=\frac26\left(1-\frac{\Xi_ud_k}{\Delta}\right)^2\simeq\frac13-\frac{2\Xi_ud_k}{3\Delta}.
\]

Each valley has \(g_\parallel\) along its axis and \(g_\perp\) across it, so \(g_{kk}=g_\perp+(g_\parallel-g_\perp)p_k\). The part linear in strain is \(G_1d_k\), with

\[
G_1=-\frac23\,(g_\parallel-g_\perp)\frac{\Xi_u}{\Delta}.
\]

This argument treats the strain as static. The phonon matrix element between states mixed by the Zeeman term leads to the same constant. The anisotropic Zeeman operator is \(W=\mu_BB(g_\parallel-g_\perp)\sum_kb_kS_k\Pi_k\), where \(\Pi_k\) projects on the valleys of axis \(k\). With Zeeman energy \(Z=g\mu_BB\), the two orders of \(V\) and \(W\) have energy denominators \(-(\Delta-Z)\) and \(-(\Delta+Z)\). Their inverses add to

\[
-\frac1{\Delta-Z}-\frac1{\Delta+Z}=-\frac2\Delta\left(1+\frac{Z^2}{\Delta^2}+\dots\right).
\]

The orbital factor is \(\sum_E\langle A|V|E\rangle\langle E|\Pi_k|A\rangle=\Xi_ud_k/3\), because each pair holds one third of the population. The product is \(\mu_BB\,G_1\sum_kd_kb_k\langle-|S_k|+\rangle\), as before.

The constant \(G_2\) describes the change of \(g\) by shear. Symmetry allows it but does not fix its size, so it remains an input.

## Golden-rule rate

Let \(\mathbf h=D\mathbf b\). With the spin quantized along \(\mathbf b\), only the part \(\mathbf h_\perp\) normal to \(\mathbf b\) flips it, and \(|\langle-|\mathbf h\cdot\mathbf S|+\rangle|^2=|\mathbf h_\perp|^2/4\).

Take an isotropic elastic medium of volume \(\mathcal V\), with longitudinal and transverse speeds \(v_l,v_t\), and wavelengths long compared with the donor. A phonon with wave vector \(q\mathbf n\) and polarization \(\mathbf e\) has displacement amplitude \(\sqrt{\hbar/(2\rho\mathcal V\omega)}\). Its strain amplitude is, apart from a phase,

\[
q\sqrt{\frac{\hbar}{2\rho\mathcal V\omega}}\;s_{kl},\qquad s_{kl}=\tfrac12(n_ke_l+e_kn_l).
\]

From here on \(\mathbf h\) and \(d_k\) are formed with \(s_{kl}\) in place of \(\varepsilon_{kl}\). The emission rate of one branch is

\[
W_\downarrow=\frac{2\pi}\hbar(n+1)\frac{\mathcal V}{8\pi^3}\int d^3q\,\frac{(\mu_BB)^2|\mathbf h_\perp|^2}{4}\,\frac{\hbar q^2}{2\rho\mathcal V\omega}\,\delta(\hbar\omega-\hbar\omega_0).
\]

With \(\omega=vq\), the radial integral is

\[
\int dq\,\frac{q^4}{\omega}\,\delta(\hbar\omega-\hbar\omega_0)=\frac{\omega_0^3}{\hbar v^5}.
\]

The integral over directions is \(4\pi\) times the mean \(\langle|\mathbf h_\perp|^2\rangle\). The numerical factor is \(2\pi\cdot4\pi/(8\pi^3\cdot4\cdot2)=1/(8\pi)\), and the powers of \(\hbar\) combine to \(\hbar^{-1}\). Summed over branches,

\[
W_\downarrow=(n+1)\Gamma_0,\qquad \Gamma_0=\frac{(\mu_BB)^2\omega_0^3}{8\pi\rho\hbar}\sum_\lambda\frac{\langle|\mathbf h_\perp|^2\rangle_\lambda}{v_\lambda^5}.
\]

Absorption has \(n\) in place of \(n+1\), so \(W_\uparrow=n\Gamma_0\).

### Angular averages

For longitudinal waves \(s_{kl}=n_kn_l\). From \(\langle n_k^4\rangle=1/5\) and \(\langle n_k^2n_l^2\rangle=1/15\),

\[
\langle d_k^2\rangle=\tfrac15-\tfrac19=\tfrac4{45},\quad \langle d_kd_l\rangle=\tfrac1{15}-\tfrac19=-\tfrac2{45},\quad \langle s_{kl}^2\rangle=\tfrac1{15}.
\]

For the two transverse branches together, \(\sum e_ke_l=\delta_{kl}-n_kn_l\), and the trace vanishes. Then

\[
\langle d_k^2\rangle=\tfrac13-\tfrac15=\tfrac2{15},\quad \langle d_kd_l\rangle=-\tfrac1{15},\quad \langle s_{kl}^2\rangle=\tfrac14\left(\tfrac23-\tfrac4{15}\right)=\tfrac1{10}.
\]

Both sets have the form \(2K/3,\,-K/3,\,K/2\), with \(K_l=2/15\) and \(K_t=1/5\). Averages that mix \(d_k\) with a shear, or two different shears, vanish because they are odd under reflection of some axis.

Let \(P=b_x^2b_y^2+b_y^2b_z^2+b_z^2b_x^2\), so that \(\sum_k b_k^4=1-2P\). Then

\[
\langle|\mathbf h|^2\rangle=K\left(\tfrac23G_1^2+G_2^2\right),
\]

\[
\langle|\mathbf b\cdot\mathbf h|^2\rangle=KG_1^2\left[\tfrac23(1-2P)-\tfrac23P\right]+2KPG_2^2 .
\]

Subtraction gives \(\langle|\mathbf h_\perp|^2\rangle=KF\), where

\[
F=2PG_1^2+(1-2P)G_2^2 .
\]

Along [100], \(P=0\): repopulation changes \(g\) along the field but tilts nothing, and shear alone relaxes the spin. Along [111], \(P=1/3\) and the weight of \(G_1\) is largest. If \(|G_1|=|G_2|\), \(F\) does not depend on direction.

### Relaxation time

The populations obey \(\dot p_+=-W_\downarrow p_++W_\uparrow p_-=-\dot p_-\). The deviation of \(p_+-p_-\) from equilibrium therefore decays at the rate \(W_\downarrow+W_\uparrow\), which defines \(1/T_1\). Since \(2n+1=\coth(x/2)\) and \(K_l/(8\pi)=1/(60\pi)\),

\[
\boxed{\frac1{T_1}=\frac{F(\mu_BB)^2\omega_0^3}{60\pi\rho\hbar}\,\Sigma\,\coth\frac x2,\qquad \Sigma=\frac1{v_l^5}+\frac3{2v_t^5}}
\]

## Hot and cold limits

For small \(x\), \(\coth(x/2)=(2/x)(1+x^2/12+\dots)\). Inserting \(2/x=2k_BT/(\hbar\omega_0)\) and \(\omega_0=g\mu_BB/\hbar\) gives

\[
\frac1{T_1}\simeq\frac{F g^2(\mu_BB)^4k_BT}{30\pi\rho\hbar^4}\,\Sigma .
\]

Two powers of \(B\) come from the squared coupling and three from the phonon strain and density of states. The thermal occupation, proportional to \(T/B\), removes one.

In the opposite limit \(\coth(x/2)\to1\). Spontaneous emission remains, and the rate is \(\Gamma_0\propto B^5\), independent of temperature.

Between the limits, \(d\ln\coth(x/2)/d\ln x=-x/\sinh x\). The local exponents are therefore

\[
\frac{\partial\ln T_1^{-1}}{\partial\ln B}=5-\frac{x}{\sinh x},\qquad \frac{\partial\ln T_1^{-1}}{\partial\ln T}=\frac{x}{\sinh x}.
\]

At \(k_BT\) equal to the Zeeman energy the full rate lies about 8% above the hot law.

## Worked example

The round parameters below are rough values in the regime of phosphorus in silicon: \(\rho=2.33\) g/cm³, \(v_l=9.0\) km/s, \(v_t=5.4\) km/s, \(\Xi_u=9\) eV, \(\Delta=13\) meV, \(g_\parallel=1.999\), \(g_\perp=1.998\). The shear constant \(G_2=0.40\) is chosen to be comparable with \(G_1\). The field is 1 T along [111] and the temperature 1.5 K.

The coupling constants are

\[
G_1=-\tfrac23(0.001)\frac{9}{0.013}=-0.46,\qquad F=\tfrac23(0.4615)^2+\tfrac13(0.40)^2=0.1953 .
\]

The Zeeman energy is 0.116 meV and \(k_BT=0.129\) meV, so \(x=0.895\) and \(\coth(x/2)=2.38\). With \(\omega_0=1.757\times10^{11}\) s⁻¹ and \(\Sigma=3.44\times10^{-19}\) s⁵/m⁵,

\[
\Gamma_0=\frac{0.1953\,(9.27\times10^{-24})^2(1.757\times10^{11})^3(3.44\times10^{-19})}{60\pi\,(2330)(1.055\times10^{-34})}\ \mathrm{s^{-1}}=6.8\times10^{-4}\ \mathrm{s^{-1}} .
\]

Multiplication by 2.38 gives \(1/T_1=1.6\times10^{-3}\) s⁻¹, or \(T_1\approx620\) s, about ten minutes. The hot law gives \(1.5\times10^{-3}\) s⁻¹; the full rate is 6.6% higher. Transverse waves supply 95% of the rate, because \(v^{-5}\) favours slow sound.

At the same field and temperature the rate is \(1.3\times10^{-3}\) s⁻¹ along [100] and \(1.5\times10^{-3}\) s⁻¹ along [110]. This weak dependence reflects the chosen similarity of \(|G_1|\) and \(G_2\), and the assumption of an isotropic elastic medium.

At fixed 1.5 K and field along [111], the formulas give:

| B (T) | x | full rate (s⁻¹) | hot law (s⁻¹) | field exponent |
|---|---|---|---|---|
| 0.25 | 0.22 | 5.9e-6 | 5.9e-6 | 4.01 |
| 0.5 | 0.45 | 9.6e-5 | 9.4e-5 | 4.03 |
| 1 | 0.89 | 1.6e-3 | 1.5e-3 | 4.12 |
| 2 | 1.79 | 3.0e-2 | 2.4e-2 | 4.39 |
| 4 | 3.58 | 0.73 | 0.39 | 4.80 |
| 8 | 7.16 | 22 | 6.2 | 4.99 |

These are rates of the direct process in this model. Other processes limit their use at the low-field end of the table, and the finite size of the donor does so at the high-field end.

## Where other effects enter

**Finite donor size.** An envelope \(e^{-r/a}\) multiplies the strain amplitude by \([1+(qa/2)^2]^{-2}\). For \(a=2\) nm and transverse waves at 1 T, \(qa=0.065\) and the rate falls by 0.4%. At 8 T, \(qa\approx0.5\), and the long-wave formula overestimates the rate noticeably.

**Hyperfine modulation.** Dilatation also changes the contact coupling \(A\,\mathbf S\cdot\mathbf I\) to a nuclear spin 1/2. If \(\delta A=A\kappa\,\mathrm{tr}\,\varepsilon\), the electron–nuclear flip-flop element is \(A\kappa\,\mathrm{tr}\,\varepsilon/2\). Only longitudinal waves have a trace, and an unpolarized nucleus permits the flip half of the time. Its contribution to the initial decay rate of the electron polarization, relative to the direct rate, is

\[
\frac{(A\kappa/\mu_BB)^2\,v_l^{-5}}{2F(2/15)\,\Sigma}.
\]

For assumed values \(A/h=120\) MHz and \(\kappa=25\), it is 0.043 at 1 T. It grows as \(B^{-2}\), to about 0.7 at 0.25 T, so the decay there no longer follows \(B^4\) and is not a single exponential.

**Two-phonon processes.** The linear temperature law also needs a sufficiently cold crystal. In Raman scattering one phonon is absorbed and another emitted. An order-of-magnitude rate is

\[
\frac{4\pi}{\hbar^2}\int d\omega\,M^2J^2n(n+1),\qquad J=\frac{\hbar\omega^3}{4\pi^2\rho}\,\frac{4}{45}\,\Sigma,
\]

where \(J\) is the strain spectrum and \(M\) the two-phonon amplitude. Second-order repopulation, \(M\sim\mu_BB(g_\parallel-g_\perp)(\Xi_u/\Delta)^2\), gives a \(T^7\) rate of order \(10^{-7}\) s⁻¹ here.

A spin–orbit path through the valley triplet has \(M\sim(\Xi_u\Xi_s/\Delta)(\lambda/\Delta)(\hbar\omega/\Delta)\) and, for phonon wavelengths long compared with the donor, varies as \(T^9\), independently of field. Since \(\Xi_u\) does not connect the singlet to the triplet, the product \(\Xi_u\Xi_s\) requires a spin–orbit coupling \(\lambda\) between doublet and triplet; coupling within the triplet alone gives \(\Xi_s^2\) in its place. Its shear coupling \(\Xi_s\) between singlet and triplet is poorly known. With \(\lambda=0.03\) meV and a deliberately large \(\Xi_s=9\) eV, the estimate is \(3\times10^{-4}\) s⁻¹, a fifth of the direct rate. Numerical factors omitted from \(M\) enter squared and can raise this rate about tenfold, so with so large a coupling the direct process need not dominate even here. At 0.5 T and 1.5 K the estimate itself exceeds the direct rate by a factor of about three. These are long-wave figures. The phonons that matter have \(\hbar\omega\approx8k_BT\), so \(qa\approx0.6\) for \(a=2\) nm, and the donor form factor applied to both phonons halves the estimate, to a tenth of the direct rate at 1 T and 1.7 times it at 0.5 T. Dominance of the direct process at that point is therefore conditional on a smaller \(\Xi_s\).

Real excitation to the triplet, taken 12 meV above the ground state, is negligible at 1.5 K. Even an attempt rate of 12 meV/\(\hbar\) times the Boltzmann factor gives about \(10^{-27}\) s⁻¹. At 4.2 K the same ceiling is 0.07 s⁻¹, above the direct rate at 1 T, so there it no longer excludes the process.

**Silicon and devices.** Silicon is elastically anisotropic. Solving the elastic wave equation for each direction with rough constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa, and averaging \(|\mathbf h_\perp|^2/v^5\) numerically over the sphere, raises the example's rate by a factor 1.33. This shortens \(T_1\) to about 470 s. For a field along [100] the factor is 0.82, so the ratio of the [111] rate to the [100] rate grows from 1.2 to 2.0. The factor includes the effect of the round mean speeds as well as the anisotropy. Gated devices also break the assumption of an unstrained cubic site. For an assumed static strain of \(10^{-4}\), \(\Xi_u\varepsilon/\Delta\approx0.07\), so individual valley responses can change by several percent. For axial strain along a cube edge and a field along [111], symmetry cancels the first-order change of the rate caused by the volume-conserving part of the strain; for other field directions it need not cancel. At \(10^{-3}\) the ratio is 0.7, and the expansion about the symmetric singlet fails. The ten-minute value is thus an estimate of the direct process alone, for a dilute donor in relaxed bulk crystal, and its uncertainty includes that of \(G_2\).

## Use of the formula

Use the boxed expression for the direct process at any \(x\) for which the long-wave condition holds. It gives the total relaxation rate only where hyperfine modulation and two-phonon processes are negligible. Heating the crystal to make \(x\) small soon leaves this range: at 1 T and 4.2 K, with \(\Xi_s=1\) eV, the long-wave \(T^9\) estimate above is ten times the direct rate. There \(qa\approx1.6\) for the phonons involved, and the form factor for \(a=2\) nm, applied to both phonons, lowers the estimate to about half the direct rate. That is still not negligible, and the figure rests on the \(\Xi_u\Xi_s\) form of the amplitude. For the example's material constants and field direction, the hot law reduces to

\[
\frac1{T_1}\approx1.0\times10^{-3}\ \mathrm{s^{-1}}\left(\frac{B}{1\ \mathrm T}\right)^4\left(\frac{T}{1\ \mathrm K}\right).
\]

It lies below the full direct rate, by less than 8% of that rate for \(x\le1\). If a source defines the shear constant with engineering shear \(\gamma_{kl}=2\varepsilon_{kl}\), multiply that constant by two to obtain \(G_2\).

Numerical values quoted here were computed with a short program.
